\section*{Dipole Born Cross Section for Exciting an Infrared-Active Vibration by Electrons, part 1}

(Sections cited here and not found follow in the second part.)

\section{The cross section of a freely oriented molecule}

An electron of a few electronvolts moving through a resist may have too little energy left to excite the electronic states of the molecules around it. It can still set their nuclei vibrating. A vibration that absorbs infrared light carries an oscillating electric dipole, and the field of a passing electron can drive this dipole from a distance of many bond lengths. The question is how large the resulting cross section is, and how it depends on the electron energy and on the strength of the infrared band.

\subsection{Setting, assumptions and result}

Hartree atomic units are used: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ are one. Lengths are then in bohr radii $a_0$ and energies in hartree. The electron has charge $-1$, initial momentum $\mathbf k$ and energy $E=k^2/2$. It raises one vibration of a molecule from its ground state $|0\rangle$ to its first excited state $|1\rangle$, at an energy cost $\omega$, and leaves with momentum $\mathbf k'$. The following is assumed.

\begin{enumerate}
\item The molecule is free and neutral and stays in its electronic ground state. Its orientation is random.
\item The interaction acts once, between plane waves of the electron (first Born approximation). Exchange with the molecular electrons is neglected.
\item The potential that couples $|0\rangle$ to $|1\rangle$ is that of a point dipole at all distances.
\item Changes of rotational energy are neglected against $\omega$, and all final rotational states are counted.
\end{enumerate}

Let $\boldsymbol\mu$ be the dipole moment of the molecule, averaged over its electronic state at given nuclear positions. The transition dipole is the vector
\begin{equation}
\mathbf M=\langle 1|\boldsymbol\mu|0\rangle ,\qquad M^2=M_x^2+M_y^2+M_z^2 .
\label{eq:M}
\end{equation}
The vibrational functions can be chosen real, so $\mathbf M$ is real.

\paragraph{Theorem.} Under assumptions 1 to 4, and for $E>\omega$, the cross section for exciting the vibration is
\begin{equation}
\sigma=\frac{8\pi}{3k^2}\,M^2\ln\frac{k+k'}{k-k'}
=\frac{4\pi M^2}{3E}\ln\frac{k+k'}{k-k'},
\qquad k'=\sqrt{k^2-2\omega}.
\label{eq:theorem}
\end{equation}

The cross section is thus proportional to $M^2$ times the logarithm, divided by $E$. The logarithm depends on $E$ as well, so $\sigma$ does not fall simply as $1/E$. For a degenerate vibration the final states contribute separately, and $M^2$ is replaced by the sum of their squared transition dipoles.

\subsection{The transition potential}

\paragraph{Lemma 1.} The part of the interaction that excites the vibration is, in the point-dipole approximation,
\begin{equation}
V_{10}(\mathbf r)=-\frac{\mathbf M\cdot\mathbf r}{r^3}.
\label{eq:V10}
\end{equation}

\emph{Proof.} Charges $Z_j$ at positions $\mathbf R_j$ give the electron the potential energy $V=-\sum_j Z_j/|\mathbf r-\mathbf R_j|$. For $r$ large compared with $R_j$,
\begin{equation}
\frac{1}{|\mathbf r-\mathbf R_j|}
=\left(r^2-2\mathbf r\cdot\mathbf R_j+R_j^2\right)^{-1/2}
=\frac1r+\frac{\mathbf r\cdot\mathbf R_j}{r^3}+\dots
\end{equation}
The first term sums to zero because the molecule is neutral. The second gives $V=-\boldsymbol\mu\cdot\mathbf r/r^3$ with $\boldsymbol\mu=\sum_jZ_j\mathbf R_j$. The minus sign is the charge of the electron. Taking the matrix element between $|0\rangle$ and $|1\rangle$ replaces $\boldsymbol\mu$ by $\mathbf M$. $\square$

A permanent dipole $\boldsymbol\mu_0$ does not contribute to this matrix element, since $\langle1|\boldsymbol\mu_0|0\rangle=\boldsymbol\mu_0\langle1|0\rangle=0$. What counts is the change of the dipole during the vibration. For a harmonic coordinate $x$ with effective mass $m$ and $\boldsymbol\mu=\boldsymbol\mu_0+\boldsymbol\mu' x$, write $x=(a+a^\dagger)/\sqrt{2m\omega}$ with the usual ladder operators. Since $a|0\rangle=0$ and $a^\dagger|0\rangle=|1\rangle$,
\begin{equation}
x_{01}=\langle1|x|0\rangle=\frac{1}{\sqrt{2m\omega}},\qquad
\mathbf M=\frac{\boldsymbol\mu'}{\sqrt{2m\omega}} .
\label{eq:x01}
\end{equation}
A vibration with $\boldsymbol\mu'=0$ is infrared-inactive in this approximation, and the theorem then gives zero. Such a vibration can still be excited by the shorter-ranged parts of the potential that assumption 3 drops.

\subsection{Fourier transform of the dipole potential}

\paragraph{Lemma 2.} With a convergence factor $e^{-\eta r}$ that is removed at the end,
\begin{equation}
\lim_{\eta\to0^+}\int e^{i\mathbf q\cdot\mathbf r}\,e^{-\eta r}\,\frac{\mathbf r}{r^3}\,d^3r
=\frac{4\pi i\,\mathbf q}{q^2}.
\label{eq:FT}
\end{equation}

\emph{Proof.} Components perpendicular to $\mathbf q$ vanish by rotation symmetry about $\mathbf q$. Let $c$ be the cosine of the angle between $\mathbf r$ and $\mathbf q$. The component along $\mathbf q$ has integrand $c/r^2$, and the volume element $2\pi r^2\,dr\,dc$ cancels the $1/r^2$:
\begin{equation}
I=2\pi\int_0^\infty dr\,e^{-\eta r}\int_{-1}^{1}c\,e^{iqrc}\,dc .
\end{equation}
Put $s=qr$. The inner integral follows from a derivative with respect to $s$:
\begin{equation}
\int_{-1}^{1}c\,e^{isc}\,dc=-i\frac{d}{ds}\int_{-1}^{1}e^{isc}\,dc
=-2i\,\frac{d}{ds}\frac{\sin s}{s}.
\end{equation}
With $\epsilon=\eta/q$ and $dr=ds/q$, an integration by parts gives
\begin{align}
I&=-\frac{4\pi i}{q}\int_0^\infty e^{-\epsilon s}\,\frac{d}{ds}\frac{\sin s}{s}\,ds\nonumber\\
&=-\frac{4\pi i}{q}\left(-1+\epsilon\int_0^\infty e^{-\epsilon s}\,\frac{\sin s}{s}\,ds\right).
\end{align}
The term $-1$ is the boundary value at $s=0$, where $\sin s/s=1$. Call the remaining integral $A(\epsilon)$. Its derivative is $-\int_0^\infty e^{-\epsilon s}\sin s\,ds=-1/(1+\epsilon^2)$, and it vanishes for $\epsilon\to\infty$, so $A=\pi/2-\arctan\epsilon$. This is bounded, hence $\epsilon A\to0$ and $I\to4\pi i/q$. Multiplication by the unit vector $\mathbf q/q$ gives Eq.~\eqref{eq:FT}. $\square$

\subsection{The Born cross section at fixed orientation}

\paragraph{Lemma 3.} With the momentum transfer $\mathbf q=\mathbf k-\mathbf k'$, a molecule of fixed orientation has
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{k'}{k}\,|f|^2,\qquad
f=\frac{2i\,\mathbf M\cdot\mathbf q}{q^2}.
\label{eq:f}
\end{equation}

\emph{Proof.} In first order, a constant coupling $W$ between two states with energy difference $\Delta$ gives after time $t$ the probability
\begin{equation}
\left|-i\int_0^tW e^{i\Delta t'}dt'\right|^2=|W|^2\,\frac{4\sin^2(\Delta t/2)}{\Delta^2}.
\end{equation}
As a function of $\Delta$ this has area $2\pi t|W|^2$ and narrows as $t$ grows. The transition rate is therefore $2\pi|W|^2\delta(\Delta)$.

Normalize the plane waves in a large volume $\mathcal V$. Then $W=\tilde V/\mathcal V$ with $\tilde V=\int e^{i\mathbf q\cdot\mathbf r}V_{10}\,d^3r$. The number of final states is $\mathcal V k'^2dk'\,d\Omega/(2\pi)^3$, and
\begin{equation}
\int k'^2\,\delta\!\left(\frac{k'^2}{2}+\omega-\frac{k^2}{2}\right)dk'=k',
\end{equation}
because the argument of the delta function has slope $k'$. The incident flux is $k/\mathcal V$. Dividing the rate by the flux,
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{\mathcal V}{k}\;2\pi\,\frac{|\tilde V|^2}{\mathcal V^2}\;\frac{\mathcal V\,k'}{(2\pi)^3}
=\frac{k'}{k}\,\frac{|\tilde V|^2}{4\pi^2}.
\label{eq:golden}
\end{equation}
This has the stated form with $f=-\tilde V/(2\pi)$, the sign being the usual convention. Lemmas 1 and 2 give $\tilde V=-4\pi i\,\mathbf M\cdot\mathbf q/q^2$, and Eq.~\eqref{eq:f} follows. $\square$

\subsection{Average over orientations}

\paragraph{Lemma 4.} For a randomly oriented molecule the average of $(\mathbf M\cdot\mathbf q)^2$ is $M^2q^2/3$. The same value results from a sum over all final rotational states and an average over the spatial projections of the initial angular momentum.

\emph{Proof.} The average $T_{ab}$ of $M_aM_b$ over all orientations does not change when the axes are rotated, so it is a multiple of the unit tensor. Its trace is $M^2$, hence $T_{ab}=\delta_{ab}M^2/3$, and contraction with $q_aq_b$ gives the first claim.

For a quantum rotor, let $|i\rangle$ be the initial and $|n\rangle$ the final rotational states. In assumption 4 all final states share the same $k'$ and the same $\mathbf q$. Completeness then gives
\begin{equation}
\sum_n|\langle n|\mathbf M\cdot\mathbf q|i\rangle|^2=\langle i|(\mathbf M\cdot\mathbf q)^2|i\rangle .
\end{equation}
Averaged over the spatial projections of $|i\rangle$, the probability distribution of orientations is invariant under rotations in space. The tensor argument applies again. $\square$

The collision can change the rotational state together with the vibration, but the number and spacing of the final rotational states leave no trace in the sum. They would do so if the rotational energies changed $k'$ appreciably. From Eq.~\eqref{eq:f}, the averaged angular distribution is
\begin{equation}
\frac{d\sigma}{d\Omega}=\frac{4}{3}\,\frac{k'}{k}\,\frac{M^2}{q^2}.
\label{eq:dcs}
\end{equation}

\subsection{Proof of the theorem}

Let $\theta$ be the scattering angle. From $q^2=k^2+k'^2-2kk'\cos\theta$ at fixed $k$ and $k'$ one has $2q\,dq=2kk'\sin\theta\,d\theta$, so
\begin{equation}
d\Omega=2\pi\sin\theta\,d\theta=\frac{2\pi q\,dq}{kk'} .
\label{eq:dOmega}
\end{equation}
The momentum transfer runs from $q_1=k-k'$ in the forward direction to $q_2=k+k'$ in the backward direction. Hence
\begin{equation}
\sigma=\frac43\,\frac{k'}{k}\,M^2\,\frac{2\pi}{kk'}\int_{q_1}^{q_2}\frac{q\,dq}{q^2}
=\frac{8\pi M^2}{3k^2}\ln\frac{k+k'}{k-k'} .
\end{equation}
The factor $k'$ from the outgoing flux cancels against the one in $d\Omega$. Inserting $k^2=2E$ gives the second form in Eq.~\eqref{eq:theorem}. $\square$

Each factor of two in momentum transfer contributes the same amount to $\sigma$. The lower limit is set by energy conservation: an electron that loses energy must lose some momentum even when it is not deflected. If $\omega$ were zero, $q_1$ would vanish and the integral would diverge.

\subsection{Angles and limiting energies}

\paragraph{Remark 1 (forward scattering).} Energy conservation gives $q_1q_2=k^2-k'^2=2\omega$. The logarithmic integral is halved at the geometric mean $q_h=\sqrt{q_1q_2}=\sqrt{2\omega}$. The corresponding angle obeys
\begin{equation}
\cos\theta_h=\frac{k^2+k'^2-(k^2-k'^2)}{2kk'}=\frac{k'}{k}.
\label{eq:half}
\end{equation}
Half of all excitations therefore deflect the electron by less than $\theta_h$, which is small when $\omega\ll E$.

\paragraph{Remark 2 (high energy).} Multiplying numerator and denominator by $k+k'$,
\begin{equation}
\frac{k+k'}{k-k'}=\frac{(k+k')^2}{2\omega}.
\label{eq:ratio}
\end{equation}
For $E\gg\omega$ this tends to $4k^2/(2\omega)=4E/\omega$, and
\begin{equation}
\sigma\simeq\frac{4\pi M^2}{3E}\ln\frac{4E}{\omega}.
\label{eq:high}
\end{equation}

\paragraph{Remark 3 (threshold and maximum).} Let $x=k'/k$. Then $1-x^2=2\omega/k^2=\omega/E$, and
\begin{equation}
\ln\frac{1+x}{1-x}=2\,\mathrm{artanh}\,x=2x+\frac{2x^3}{3}+\dots
\end{equation}
Just above threshold the first term suffices, and $\sigma\simeq16\pi M^2k'/(3k^3)$. The cross section starts from zero in proportion to the outgoing momentum.

At fixed $\omega$ and $M$, $\sigma$ is proportional to $(1-x^2)\,\mathrm{artanh}\,x$. Since the derivative of $\mathrm{artanh}\,x$ is $1/(1-x^2)$, the maximum lies where
\begin{equation}
-2x\,\mathrm{artanh}\,x+1=0 .
\end{equation}
The product $x\,\mathrm{artanh}\,x$ rises steadily from zero without bound, so there is one solution, $x=0.648$. It corresponds to $E=\omega/(1-x^2)=1.72\,\omega$. This is a property of the formula. So close to threshold the outgoing electron is slow, and its distortion by the permanent dipole and the polarization of the molecule, which assumption 2 ignores, need not be small.

\section{Physical range, infrared strength and a resist example}

The symbols are those of the first half. An electron of momentum $k$ and energy $E=k^2/2$ excites a vibration of quantum $\omega$ and transition dipole $\mathbf M$, and leaves with momentum $k'$. The momentum transfer is $\mathbf q=\mathbf k-\mathbf k'$. For a fixed molecule the Born amplitude is $f=2i\,\mathbf M\cdot\mathbf q/q^2$, with $d\sigma/d\Omega=(k'/k)|f|^2$. Averaged over orientations and integrated over angles,
\begin{equation}
\sigma=\frac{4\pi M^2}{3E}\,L,\qquad L=\ln\frac{k+k'}{k-k'}=\ln\frac{(k+k')^2}{2\omega}.
\label{eq:recall}
\end{equation}

\subsection{Two propositions on the physics of the formula}

\paragraph{Proposition 1 (infrared strength).} Let $\sigma_{\rm abs}(\nu)$ be the orientation-averaged cross section for absorbing light of angular frequency $\nu$ by the same vibration. With $c$ the speed of light, its area is
\begin{equation}
\mathcal A=\int\sigma_{\rm abs}\,d\nu=\frac{4\pi^2\omega M^2}{3c},
\qquad\text{so that}\qquad
\sigma=\frac{c\,\mathcal A}{\pi\omega E}\,L .
\label{eq:area}
\end{equation}

\emph{Proof.} A light field $F\cos\nu t$ along a unit vector $\mathbf e$ couples the two states by $-\mathbf M\cdot\mathbf e\,F\cos\nu t$. The half of the cosine that can conserve energy has strength $F\,\mathbf M\cdot\mathbf e/2$. The first-order rate is $2\pi(F\,\mathbf M\cdot\mathbf e/2)^2\delta(\omega-\nu)$. The intensity is $cF^2/(8\pi)$ in these units. Absorbed power divided by intensity is
\begin{equation}
\sigma_{\rm abs}=\nu\,\frac{\pi F^2(\mathbf M\cdot\mathbf e)^2}{2}\,\frac{8\pi}{cF^2}\,\delta(\omega-\nu)
=\frac{4\pi^2\nu(\mathbf M\cdot\mathbf e)^2}{c}\,\delta(\omega-\nu).
\end{equation}
The orientation average replaces $(\mathbf M\cdot\mathbf e)^2$ by $M^2/3$, and integration gives $\mathcal A$. Solving for $M^2$ and inserting it in Eq.~\eqref{eq:recall} gives the second relation. $\square$

An infrared intensity thus fixes the dipole part of the electron cross section without a separate calculation of the vibration.

\paragraph{Proposition 2 (range).} Let the electron pass on a straight line at distance $b$ with speed $v$. In first order, the orientation-averaged excitation probability for $b\ll v/\omega$ is
\begin{equation}
P(b)=\frac{4M^2}{3b^2v^2}.
\label{eq:P}
\end{equation}

\emph{Proof.} The electron is at distance $b$ across and $vt$ along its path. The first-order amplitude is $-i\int V_{10}e^{i\omega t}dt$ with $V_{10}=-\mathbf M\cdot\mathbf r/r^3$. With $u=vt/b$ and $X=\omega b/v$, the components of $\mathbf M$ across and along the path are multiplied by $I_1/(bv)$ and $iI_2/(bv)$, apart from a common phase, where
\begin{equation}
I_1=\int_{-\infty}^{\infty}\frac{\cos Xu\,du}{(1+u^2)^{3/2}},\qquad
I_2=\int_{-\infty}^{\infty}\frac{u\sin Xu\,du}{(1+u^2)^{3/2}}.
\end{equation}
The average over orientations gives $P=M^2(I_1^2+I_2^2)/(3b^2v^2)$. For $X\to0$, $I_2$ vanishes, while $I_1\to[u/\sqrt{1+u^2}]_{-\infty}^{\infty}=2$. $\square$

When $b$ exceeds $v/\omega$, the passage time $b/v$ exceeds $1/\omega$, and the push averages out more and more as $b$ grows. At $b=3v/\omega$ numerical integration gives a probability of 0.025 times the value of Eq.~\eqref{eq:P}. Between a smallest distance $b_1$ and a largest distance $b_2$ of order $v/\omega$,
\begin{equation}
\int_{b_1}^{b_2}2\pi b\,P(b)\,db=\frac{8\pi M^2}{3v^2}\ln\frac{b_2}{b_1}.
\end{equation}
With $v=k$ this has the prefactor of the theorem. At high energy $L\simeq\ln(4E/\omega)=\ln[2k\,(v/\omega)]$, which corresponds to $b_1$ of order $1/k$, the reduced wavelength of the electron. The logarithm counts the range of distances at which the dipole is driven.

The cross section of a freely oriented molecule is now derived in the point-dipole Born approximation and tied to the infrared strength of the vibration and to the range $v/\omega$. What remains is to put in numbers for a carbonyl stretch at 5 eV, to test the approximations, and to estimate how a film changes the result.
